\section*{Regularizing the finite-basis optimized effective potential, tested on beryllium, part 2}

In a finite basis the energy $E$ does not determine the exchange-only optimized effective potential (OEP), which is therefore regularized, here for Be with 8 orbital and 16 potential functions. In the opening example a potential change reaching $15.4$ hartree, with matrix spectral norm a quarter of the gap, alters $E$ by only $10^{-14}$ hartree.

Atomic units are used, with $\lambda$ in (hartree\,bohr)$^{-1}$. The potential is $v_s=v_{\rm ext}+v_0+v_b$, with fixed Fermi--Amaldi term $v_0$ and $v_b=\sum_tb_tg_t$; $h_0$ is the Hamiltonian matrix without $v_b$, $F$ the Fock matrix. The Hartree--Fock (HF) construction solves $\sum_tb_tg^t_{ia}=-(h_0)_{ia}$ for the $n_p$ occupied--empty pairs of HF orbitals, without guaranteeing aufbau occupation.

We minimize $\Omega_\lambda=E+\lambda P$, $P=\int|\nabla v_b|^2d^3r=c\cdot c$, with $c$ the coefficients of $v_b$ in the gradient metric, lowering $\lambda$ from 1 until Newton fails or the gap drops below a floor. $H$ is the Hessian of $E$. $X$, minus the static response, has eigenpairs $x_k,u_k$. The OEP equation is $Xc=r$; with $r_k=u_k\cdot r$ the penalty gives
\begin{equation}
c=\sum_{x_k>0}f_k\,\frac{r_k}{x_k}\,u_k,\qquad f_k=\frac{x_k}{x_k+2\lambda}.
\label{filter}
\end{equation}
Truncation minimizes $E$ in the span of the top $K$ eigenvectors of $X$ at $c=0$, in the gradient or overlap metric; the matched cut is $x_k>2\lambda$. For a global minimizer of $\Omega_\lambda$,
\begin{equation}
E_K+\lambda P_K\ge E_\lambda+\lambda P_\lambda .
\label{above}
\end{equation}
With $\bar c$ the coefficients sought and $e=r-X\bar c$,
\begin{equation}
c_k-\bar c_k=-(1-f_k)\,\bar c_k+\frac{e_k}{x_k+2\lambda}.
\label{err}
\end{equation}

The L-curve is $y=\ln P$ against $x=\ln(E-E_0)$, with $E_0$ the unregularized energy. With a dot for $d/d\ln\lambda$, $R=\lambda P/(E-E_0)$ and $\mu=\dot y/\dot x=-1/R$, its curvature is
\begin{equation}
\kappa=\frac{\mu\,(\dot x-\dot y-1)}{\dot x\,(1+\mu^2)^{3/2}} .
\label{kappa}
\end{equation}
From large $\lambda$, $\lambda_{\rm s}$ is the first local maximum of $R$ and $\lambda_{\rm c}$ the largest $\kappa$ on the convex stretch that follows. Raising $E_0$ lowers $\lambda_{\rm s}$. For $\lambda\to\infty$ the energy gain is $2\lambda P$ to leading order.

The error $\eta$ is the density-weighted rms deviation of $v_x=v_0+v_b-v_{\rm H}[\rho]$ from the reference, constant removed. In complete bases
\begin{equation}
E_x=-\int\rho\,\mathbf r\cdot\nabla v_x\,d^3r=\int v_x\,(3\rho+\mathbf r\cdot\nabla\rho)\,d^3r .
\label{vir}
\end{equation}

\subsection{Beryllium}

Both occupied orbitals and the potential are spherical, so only $s$ functions couple. The gap and the aufbau condition below refer to $s$ levels only. The lowest empty level of the atom is $2p$, which lies $0.12$ hartree above $2s$ at $c=0$ against an $s$ gap of $0.37$ hartree, and $0.08$ hartree below $2s$ at the last weight of the grid. The orbital basis has 8 even-tempered Gaussians with exponents $0.06$ to $255.71$ bohr$^{-2}$, hence $n_p=2\times6=12$. The potential basis has 16, from $0.05$ to $1638.4$ bohr$^{-2}$. The reference uses 24 orbital functions, the same potential basis and $\lambda=10^{-6}$. It lies $5.94\times10^{-4}$ hartree above its HF energy and has $P=8.68$. Its $E_x=-2.66574$ hartree differs from the right side of (\ref{vir}), $-2.66556$ hartree, by $1.8\times10^{-4}$ hartree, and lowering $\lambda$ to $10^{-7}$ changes it by $\eta=0.0014$ hartree. These are indicators of its error, not bounds, and they understate it: with 22 potential functions (exponents $0.02$ to $1382$ bohr$^{-2}$), 24 or 28 orbital functions and $\lambda=10^{-6}$ or $10^{-7}$, the reference moves by $\eta=0.017$ to $0.029$ hartree and its $P$ rises to between $10.0$ and $12.5$. Values of $\eta$ near $0.02$ hartree are therefore at the level of the uncertainty of the reference. The small basis is $14.5730-14.5628=0.0102$ hartree short of the reference HF energy.

At $c=0$ four eigenvalues of $X$ vanish to $1.8\times10^{-18}$. The $15.4$ hartree of the opening example belongs to one direction in this null space, and random directions of the same matrix norm give maxima between $0.1$ and $30$ hartree. Eight fall from $x_1=4.10\times10^{-2}$ to $x_8=3.52\times10^{-5}$, and after a jump of three decades four more run from $x_9=3.85\times10^{-8}$ to $2.92\times10^{-12}$. The HF construction has full rank, with singular-value ratio $3.9\times10^{-5}$. Its minimum-norm solution reproduces $E_{\rm HF}$ with $P=5.74\times10^5$ and $\eta=21$ hartree, but its gap is $-2.32$ hartree, so it violates aufbau. On the grid of eight weights per decade the continuation ends at $\lambda=1.78\times10^{-8}$, still $1.32\times10^{-4}$ hartree above $E_{\rm HF}$. Steps of $0.3\%$ extend it to $1.47\times10^{-8}$, where the lowest eigenvalue of $H+2\lambda$ is still $0.96\times2\lambda$ but the gap has shrunk from $0.064$ to $0.023$ hartree, close to the floor of $0.02$ hartree. The energy $E_{\rm HF}$ can nevertheless be attained. Adding null vectors of the matrix $g^t_{ia}$ in HF orbitals to the minimum-norm solution, chosen to raise the gap, gives potentials whose aufbau energy in the $s$ basis equals $E_{\rm HF}$ to rounding, for example one with a gap of $0.18$ hartree, $P=1.1\times10^8$ and $\eta=221$ hartree, and one with a gap of $0.60$ hartree, $P=3.6\times10^8$ and $\eta=276$ hartree. Both bind a $p$ level more than $30$ hartree below the $2s$ level, so the aufbau property holds only within the $s$ basis. The choice $E_0=E_{\rm HF}$ is therefore the unregularized minimum for these bases, although the branch followed here does not reach it.

\begin{center}
\begin{tabular}{lccccc}
$\lambda$ & $10^4(E-E_{\rm HF})$ & $P$ & $R$ & $\kappa$ & $\eta$\\
$10^{-2}$ & 119.5 & 0.972 & 0.813 & $-0.306$ & 0.202\\
$10^{-3}$ ($\lambda_{\rm s}$) & 16.28 & 3.69 & 2.265 & $-0.010$ & 0.055\\
$10^{-4}$ & 5.77 & 6.61 & 1.145 & 0.334 & 0.017\\
$7.50\times10^{-5}$ & 5.18 & 7.29 & 1.055 & 0.228 & 0.017\\
$10^{-5}$ & 2.35 & 17.3 & 0.736 & 0.450 & 0.063\\
$2.37\times10^{-6}$ ($\lambda_{\rm c}$) & 1.98 & 24.0 & 0.288 & 1.553 & 0.082\\
$10^{-7}$ & 1.76 & 117 & 0.066 & $-0.023$ & 0.248
\end{tabular}
\end{center}

Energies and $\eta$ are in hartree. At $\lambda=1$ the leading-order gain $2\lambda P=7.78\times10^{-4}$ hartree compares with the computed $0.041350-0.040568=7.82\times10^{-4}$ hartree. At $\lambda_{\rm s}$, $R=10^{-3}\times3.6864/(1.6276\times10^{-3})=2.265$, so the flattest slope is $-0.44$: the plateau of this L is far from horizontal.

Neither rule finds the best weight on the grid, $7.50\times10^{-5}$, where $\eta=0.0166$ hartree. The minimum-slope choice is $0.0550/0.0166=3.3$ times worse and the corner $0.0815/0.0166=4.9$ times worse. Against the larger references the best weight moves one step to $10^{-4}$, its $\eta$ becomes $0.023$ to $0.033$ hartree, and the two factors fall to $1.9$--$2.5$ and $2.6$--$3.7$, while the order of the penalty and gradient-metric solutions compared below is unchanged. Both improve on $\eta=0.38$ hartree at $\lambda=1$ and on $1.05$ hartree at the last weight of the grid. Of the squared change $|\delta c|^2$ between the best weight and the last, $99\%$ lies in modes 9 to 12 of $X$ at $c=0$: the potential deteriorates along directions to which the density, and with it the energy, hardly responds. The curvature is near zero at $10^{-3}$, equals $0.334$ at $10^{-4}$ and $0.228$ at $7.50\times10^{-5}$, so a weaker local corner lies between $10^{-3}$ and $7.50\times10^{-5}$, and the rule passes over it.

The reason is visible in (\ref{kappa}), which has $\dot x$ in the denominator. Using $\dot y=\mu\dot x=-|\mu|\dot x$ and solving for $\dot x$,
\begin{equation}
\dot x=\frac{|\mu|}{\kappa(1+\mu^2)^{3/2}+|\mu|(1+|\mu|)} .
\end{equation}
At $\lambda_{\rm c}$, $|\mu|=1/0.288=3.47$ and $\dot x=3.47/(1.553\times47.2+15.5)=0.039$. At $10^{-4}$, $|\mu|=0.873$ and $\dot x=0.873/(0.334\times2.34+1.64)=0.36$. The abscissa moves nine times more slowly at the corner. The speed along the curve, $\dot x(1+\mu^2)^{1/2}$, is $0.039\times3.61=0.14$ there against $0.36\times1.33=0.48$ at $10^{-4}$, a factor $3.4$. For fixed $X$ and $r$, $\dot c_k=-f_k(1-f_k)\,r_k/x_k$, so for a given $r_k/x_k$ a coefficient moves little when its filter is near 0 or 1. Indeed $|\dot c|$ falls from $0.80$ hartree\,bohr$^{1/2}$ at $10^{-4}$ to $0.56$ at $\lambda_{\rm c}$. This does not explain the slowdown, however, because the L-curve sees the coefficients only through $\dot P=2c\cdot\dot c$, and $|\dot P|$ grows from $2.09$ to $3.26$ hartree$^2$\,bohr. The slowdown comes from the logarithmic axes: $\dot y=\dot P/P$ is divided by a $P$ that has grown from $6.61$ to $24.0$, and in $\dot x=-\lambda\dot P/(E-E_0)$ the weight $\lambda$ has fallen by a factor $42$ but $E-E_0$ only by $2.9$. With the eigenvalues at $c=0$ as an approximation, $2\lambda_{\rm c}=4.74\times10^{-6}$ lies in the jump between $x_8$ and $x_9$: $f_8=35.2/(35.2+4.74)=0.88$ and $f_9=0.0385/(0.0385+4.74)=0.008$. In this approximation the corner marks the widest gap in the spectrum, which need not separate signal from basis error.

In the gradient-metric truncations up to $K=8$ the largest rise of the error comes before this gap, at mode 7. Going from $K=6$ to $K=7$ lowers $E-E_{\rm HF}$ from $7.66\times10^{-4}$ to $2.79\times10^{-4}$ hartree, while $P$ jumps from $6.44$ to $21.8$, beyond the reference value $8.68$, and $\eta$ from $0.052$ to $0.122$ hartree. At $\lambda_{\rm c}$ mode 7, with $x_7=6.77\times10^{-5}$, passes with $f_7=67.7/(67.7+4.74)=0.93$. It does not act alone: minimizing $\Omega_\lambda$ at $\lambda_{\rm c}$ without modes 7 and 8 lowers $\eta$ from $0.082$ to $0.058$ hartree, whereas leaving out only one of the two raises it to about $0.11$ hartree. At the best weight, $2\lambda=1.5\times10^{-4}$, it passes with $f_7=0.677/(0.677+1.5)=0.31$, and $f_8=0.352/(0.352+1.5)=0.19$.

At matched cuts the penalty has the smaller $\eta$ in the three cases examined, though the first case is marginal. The cut $2\lambda_{\rm s}=2\times10^{-3}$ keeps $K=3$, with $\eta=0.106$ against $0.055$ hartree, but it lies barely above $x_4=1.95\times10^{-3}$, much less than one grid step, and $K=4$ gives $0.047$ hartree, which reverses the order. The cut $1.5\times10^{-4}$ keeps $K=6$, with $0.052$ against $0.017$ hartree. The cut $2\lambda_{\rm c}$ keeps $K=8$, with $0.099$ hartree ($2.7$ eV) against $0.082$ hartree ($2.2$ eV), at energies $1.947\times10^{-4}$ and $1.976\times10^{-4}$ hartree ($0.0053$ and $0.0054$ eV) above $E_{\rm HF}$. At the energy of the $K=8$ solution the interpolated penalty branch has $P=25.5$ against $27.1$, as (\ref{above}) requires. The best truncations, $\eta=0.041$ hartree at $K=5$ in the gradient metric and $0.048$ hartree at $K=7$ in the overlap metric, beat both L-curve choices but not the best penalty solution. That partial admission of overshooting modes explains this last advantage is a conjecture: it is allowed by (\ref{err}), but the amplitudes $\bar c_k$ were not resolved and $\eta$ is a different norm.

The metric matters more than the freezing of the subspace in the one case where freezing was tested, $K=8$ in the gradient metric. At $K=4$ the energies above $E_{\rm HF}$ are $8.56\times10^{-4}$ and $1.93\times10^{-2}$ hartree in the gradient and overlap metrics, and at $K=8$ the errors are $0.099$ and $0.338$ hartree. Updating the $K=8$ gradient-metric subspace to self-consistency changes $\eta$ only to $0.100$ hartree. No gapped minimum was found at $K=9$ in the gradient metric, and in the overlap metric $K=9$ gives $\eta=6.9$ hartree.

The two rules react differently to $E_0$. Taking the last energy of the branch instead of $E_{\rm HF}$ moves $\lambda_{\rm s}$ in the derived direction by one grid step, to $7.50\times10^{-4}$ (with finer steps the shift is from $9.5\times10^{-4}$ to $8.0\times10^{-4}$, a factor $1.2$), but makes the corner rule choose $1.78\times10^{-4}$, a factor $178/2.37=75$ upward and within a factor $2.4$ of the best weight. The sharp corner itself has not moved that far. With the new $E_0$ the curvature is negative around $\lambda=3\times10^{-5}$, which ends the first convex stretch at the weaker corner, while the sharper one, now near $1.5\times10^{-6}$, lies on the next stretch and is no longer searched. A corner weight therefore has to be reported with its $E_0$ and with the rule that selects among several corners. The virial relation does not settle the choice either, since it is a single linear condition on $v_x$. At $\lambda_{\rm c}$ its two sides, $-2.6641$ and $-2.6654$ hartree, differ by $0.0013$ hartree, and at $\lambda_{\rm s}$, $-2.6519$ and $-2.5647$ hartree, by $0.087$ hartree, although $\lambda_{\rm s}$ has the smaller $\eta$. The $2s$ eigenvalue, which also responds to the near-constant part of $v_b$ that $\eta$ discards, is $-0.311$ hartree at $\lambda_{\rm s}$, $-0.249$ at $\lambda_{\rm c}$ and $-0.315$ in the reference. The last value is not exact either: for the exact exchange potential, taken to vanish at infinity, the highest occupied eigenvalue equals the expectation value of $F$ in its orbital, which is $-0.309$ hartree in the reference, so the reference eigenvalue is off by about $0.006$ hartree. These rankings hold for this atom and these bases.

The numerical check tests the gradient, Hessian, response, slope and curvature against finite differences, (\ref{filter}) against a minimization from energies alone at $\lambda=10^{-2}$, and (\ref{above}) for every converged $K$ in both metrics with $\lambda\ge10^{-7}$.

\section*{Computed values}
\begin{verbatim}
orbital exps 0.06..255.71 bohr^-2, n=8, pairs=12
potential exps 0.05..1638.4 bohr^-2, m=16
reference exps 0.025..18587 bohr^-2, n=24
E_HF small -14.5628119 Ha, reference -14.5730116 Ha
b=0: E-E_HF 4.1350e-02 Ha, gap 0.3724 Ha
x_k, gradient metric, 1/(Ha bohr):
  4.10e-02 1.80e-02 3.81e-03 1.95e-03 5.65e-04 2.31e-04
  6.77e-05 3.52e-05 3.85e-08 1.97e-09 2.38e-10 2.92e-12
  largest |x_k| for k>12: 1.8e-18
null vector: dE -1.1e-14 Ha, max|dv| 1.543e+01 Ha, dgap 6.80e-03 Ha
active vector, same matrix norm: dE -2.83e-03 Ha
ref lam=1e-6: E-E_HF 5.9404e-04 Ha, Pn 8.676 Ha^2 bohr, e_2s -0.3154 Ha
ref E_x -2.66574 Ha, virial E_x -2.66556 Ha, eta(1e-7 vs 1e-6) 0.0014 Ha
collapse: E-E_HF 7.1e-15 Ha, Pn 5.74e+05 Ha^2 bohr
collapse: eta 2.11e+01 Ha, gap -2.323e+00 Ha, s_min/s_max 3.9e-05
lam[1/(Ha bohr)] E-E_HF[Ha] Pn[Ha^2 bohr] R kappa eta[Ha]
1.00e+00 4.0568e-02 3.8875e-04 9.583e-03 -4.835e-03 0.3836
1.00e-01 3.4464e-02 3.2790e-02 9.514e-02 -5.114e-02 0.3543
1.00e-02 1.1953e-02 9.7161e-01 8.128e-01 -3.061e-01 0.2016
1.00e-03 1.6276e-03 3.6864e+00 2.265e+00 -9.724e-03 0.0550
1.00e-04 5.7713e-04 6.6072e+00 1.145e+00 3.339e-01 0.0166
1.00e-05 2.3549e-04 1.7323e+01 7.356e-01 4.496e-01 0.0630
1.00e-06 1.9332e-04 2.6681e+01 1.380e-01 8.500e-01 0.0797
1.00e-07 1.7581e-04 1.1663e+02 6.634e-02 -2.257e-02 0.2475
slope  1.00e-03 1.6276e-03 3.6864e+00 2.265e+00 -9.724e-03 0.0550
corner 2.37e-06 1.9757e-04 2.3995e+01 2.880e-01 1.553e+00 0.0815
best   7.50e-05 5.1821e-04 7.2894e+00 1.055e+00 2.282e-01 0.0166
last   1.78e-08 1.3218e-04 1.3833e+03 1.861e-01 -6.965e-02 1.0488
slope  e_2s -0.3108 Ha, E_x -2.6519 Ha, virial E_x -2.5647 Ha
corner e_2s -0.2494 Ha, E_x -2.6641 Ha, virial E_x -2.6654 Ha
with E0=E(last): lam_slope 7.50e-04, lam_corner 1.78e-04 1/(Ha bohr)
K | gradient metric: E-E_HF[Ha] Pn[Ha^2 bohr] eta[Ha] | overlap metric: same
 1 | 4.065e-02 2.707e-02 0.4145 | 2.215e-02 3.962e+00 0.2288
 2 | 3.711e-03 3.563e+00 0.0781 | 1.997e-02 4.523e+00 0.1698
 3 | 2.068e-03 4.426e+00 0.1056 | 1.936e-02 5.628e+00 0.1503
 4 | 8.560e-04 5.789e+00 0.0474 | 1.931e-02 3.435e+00 0.1181
 5 | 8.276e-04 5.930e+00 0.0407 | 1.205e-03 1.112e+01 0.1270
 6 | 7.657e-04 6.441e+00 0.0522 | 7.719e-04 6.741e+00 0.0556
 7 | 2.792e-04 2.180e+01 0.1216 | 7.251e-04 7.183e+00 0.0482
 8 | 1.947e-04 2.709e+01 0.0994 | 2.083e-04 7.706e+01 0.3378
 9 | no gapped minimum found | 1.255e-04 2.772e+04 6.9378
10 | no gapped minimum found | no gapped minimum found
matched cut 2*lam_corner 4.74e-06 1/(Ha bohr): K=8
Pn truncated 27.0949, penalty at equal E 25.5209 Ha^2 bohr
self-consistent K=8: E-E_HF 1.948e-04 Ha, Pn 27.0829 Ha^2 bohr
self-consistent: eta 0.1003 Ha, last |dc| 1.2e-12 Ha bohr^0.5
corner: E -14.5626143 Ha, E-E_HF 0.00538 eV, eta 2.218 eV
matched truncation: E-E_HF 0.00530 eV, eta 2.704 eV
\end{verbatim}
